Resistance Drift in a Phase-Change Cell with a Parallel Liner

## 1. The plug and the liner as two resistors

Q: A projected phase-change cell has a thin conducting film, the liner, lying against the phase-change material. I am told that this film cures resistance drift. But the amorphous material is still there, and it still drifts. Why should a passive strip of metal nitride change that?

A: It does not change the drift of the amorphous material. It changes how much of that drift appears at the terminals. To say how much, we first need a measure of drift. After a reset pulse, part of the phase-change line is amorphous; call this part the plug. At fixed temperature and low read voltage its resistance rises with the time t since the pulse, and the usual empirical description is a power law,

R_a(t) = R_0 (t/t₀)^ν.

Here R_0 is the resistance at the reference time t₀, and ν is the drift exponent of the plug, taken as constant. The logarithm of this law is

ln R_a = ln R_0 + ν ln(t/t₀),

so ν is the slope of ln R_a against ln t. For any cell, power law or not, I define the local drift exponent as that same slope,

ν_eff(t) = d ln R / d ln t,

where R is the resistance measured at the terminals.

Q: Then put the liner in. What do you assume about it?

A: Three things for now. The liner is ohmic, its resistance R_l does not depend on time, and it joins the same two end points as the plug, so both carry the same voltage. The third assumption is the one most open to attack, and it needs a proper look at the geometry. Granting it, conductances add:

G = G_a + G_l, with G_a = 1/R_a and G_l = 1/R_l.

From the power law, ln G_a = −ln R_a, so d ln G_a/d ln t = −ν. Multiplying by G_a gives

dG_a/d ln t = −ν G_a.

The liner contributes nothing to the derivative, because G_l is constant. Hence

dG/d ln t = −ν G_a.

The terminal resistance is R = 1/G, so ln R = −ln G and

ν_eff = −(1/G) dG/d ln t = ν G_a/G.

The two minus signs cancel: the plug conductance falls, so the resistance rises. With the name f for the amorphous fraction of the conductance,

ν_eff = ν f, f = G_a/(G_a + G_l).

Multiplying numerator and denominator of f by R_a R_l gives the same fraction in resistances,

f = R_l/(R_l + R_a).

Q: So f is the part of the exponent that remains, not the part that is taken away?

A: Yes. The exponent is multiplied by f. If a tenth of the conductance is amorphous, a tenth of the exponent remains.

The limits show the sense of the result. If the liner is removed, G_l = 0, f = 1, and the full exponent returns. If the liner conducts much better than the plug, R_a ≫ R_l, then f ≈ R_l/R_a and little drift is left. The factor by which the exponent is divided is

1/f = 1 + R_a/R_l.

Q: Give me numbers for a cell someone might build.

A: Take a line cell of the doped Ge-Sb-Te kind, with rough typical values. The phase-change film is 20 nm thick and 50 nm wide, and the plug is 50 nm long. Its amorphous resistivity one second after reset is 100 ohm cm, and ν = 0.06. The liner beneath has a sheet resistance of 5 Mohm per square. Current flows along the line, so

R_a(1 s) = 100 ohm cm × 50 nm/(50 nm × 20 nm) = 100 ohm cm/(20 nm) = 50 Mohm,

since 20 nm is 2×10⁻⁶ cm. The stretch of liner beside the plug is 50 nm long and 50 nm wide, which is one square:

R_l = 5 Mohm × 50/50 = 5 Mohm.

Therefore

f = 5/(5 + 50) = 0.0909,

ν_eff = 0.06 × 0.0909 = 0.00545.

The exponent is divided by 1 + 50/5 = 11.

Q: That was at one second. The plug goes on drifting, so R_a/R_l goes on growing. Your f is not a constant.

A: Correct, and so the projected cell does not obey a strict power law even though its plug does. Its local exponent falls with time. To find how fast, differentiate f = R_l/(R_l + R_a), using dR_a/d ln t = ν R_a:

df/d ln t = −R_l ν R_a/(R_l + R_a)².

One factor R_l/(R_l + R_a) is f. The other, R_a/(R_l + R_a), is 1 − f. So

df/d ln t = −ν f(1 − f),

dν_eff/d ln t = −ν² f(1 − f).

At one second this is −0.0036 × 0.0909 × 0.909 = −3.0×10⁻⁴ per unit of ln t. After 10⁷ s, about four months, the plug has reached

R_a = 50 Mohm × 10^(7×0.06) = 131.5 Mohm,

so that f = 5/136.5 = 0.0366 and ν_eff = 0.0022. The exponent has fallen to about 40 percent of its value at one second.

Q: In practice I measure the resistance twice and draw a straight line through two points on a log-log plot. Which of your exponents do I get?

A: An average of them. Your fitted exponent is

ν_fit = ln(R(t₂)/R(t₁)) / ln(t₂/t₁).

The numerator is the integral of d ln R/d ln t over ln t, so

ν_fit = [1/ln(t₂/t₁)] ∫ ν f d(ln t), taken from ln t₁ to ln t₂.

This is the mean of νf over logarithmic time. Since νf falls steadily, the mean lies between its two end values. For the example, R = R_a R_l/(R_a + R_l) is 4.5455 Mohm at 1 s and 4.8169 Mohm at 10⁷ s. Then

ν_fit = ln(4.8169/4.5455)/ln(10⁷) = 0.0580/16.12 = 0.0036,

which does lie between 0.0022 and 0.0055. An exponent quoted for a projected cell therefore needs its time window beside it.

The total change is perhaps easier to judge. Between these two times the projected resistance rises by 6.0 percent, while the plug alone would rise by 163 percent. In this model the rise also has a ceiling. However large R_a becomes, R cannot exceed R_l = 5 Mohm, which is 10 percent above the value at one second.

Q: I suspect a trick. At a fixed read voltage the amorphous current drops by the same number of amperes with or without the liner. You have merely added a large constant current to hide it.

A: The first sentence is right. We found dG/d ln t = −νG_a, and G_l does not appear in it. The absolute loss of conductance is untouched; what shrinks is the loss relative to the total.

Your second sentence would be a fair complaint if the added current carried no information. A fixed resistor soldered across the cell would reduce the exponent by the same algebra but would not help to tell one plug length from another, since it would shrink the differences between levels along with the drift. The liner is different because the length of liner that matters is set by the plug. The stored quantity is the plug length L. With film thickness d, width w, amorphous resistivity ρ_a and liner sheet resistance R_sh,

R_a = ρ_a L/(w d), R_l = R_sh L/w.

Both are proportional to L, and so is their parallel combination. The state is written in L, and the liner reads out L with a material that does not drift. That is the sense of the word "projected". Since L and w cancel in the ratio,

f = R_sh/(R_sh + ρ_a/d),

and in this ideal description every plug length has the same drift exponent. A 6 percent rise in resistance is then misread as a 6 percent rise in plug length, whichever level was stored.

Q: There must be a price.

A: There is, and it can be computed. Compare the reset resistance of the plug with and without the liner, holding the plug fixed:

R_a/R = R_a(G_a + G_l) = 1 + R_a/R_l = 1/f.

The reset resistance is divided by the same factor as the exponent. For the whole cell we need the rest of the line. Let it be 200 nm long, with a crystalline resistivity of 0.01 ohm cm. In the set state, all crystalline, the film has

0.01 ohm cm × 200 nm/(50 nm × 20 nm) = 20 kohm,

and the liner, at 20 Mohm over the full length, barely alters it. In the reset state the 150 nm of crystalline line outside the plug adds R_s = 15 kohm in series. The ratio of reset to set resistance at one second is then

without liner: 50.015 Mohm/20 kohm ≈ 2500,

with liner: (4.5455 + 0.015) Mohm/19.98 kohm ≈ 228.

An elevenfold weaker drift costs an elevenfold smaller resistance window. Whether that is a good bargain depends on how many levels must be kept apart and for how long.

Q: You slipped in a series resistance. It is not part of your parallel pair, so your formula no longer describes the terminals.

A: It needs one more factor. Write R_p for the resistance of the parallel pair, so that dR_p/d ln t = νf R_p, and let R_s be constant. The terminal resistance is R_p + R_s, and

ν_cell = [1/(R_p + R_s)] dR_p/d ln t = ν f R_p/(R_p + R_s).

A constant series resistance dilutes the relative drift further. Here the factor is 4.5455/4.5605 = 0.997, so the exponent drops from 0.00545 to 0.00544 and the correction can be ignored. It would matter with an access device whose resistance is comparable to that of the pair.

Q: And if the liner itself drifts a little? You called it drift-free by decree.

A: Then it contributes in proportion to its own share. Let R_l follow a power law with exponent ν_l, so that dG_l/d ln t = −ν_l G_l. Adding this to the plug's term,

dG/d ln t = −ν G_a − ν_l G_l,

and dividing by −G,

ν_eff = f ν + (1 − f) ν_l.

The liner carries most of the current, so its small exponent gets a large weight. With ν_l = 0.001, an assumed value,

ν_eff = 0.0909 × 0.06 + 0.909 × 0.001 = 0.00545 + 0.00091 = 0.0064,

about 17 percent above the drift-free case. At late times, provided ν_l is smaller than ν, f tends to zero and the exponent settles at ν_l instead of vanishing. The approach is very slow: in the example the exponent is still 0.0032 at 10⁷ s and falls to 2ν_l only after about 9×10¹² s. When the suppression is strong, the quality of the liner sets the floor.

## 2. Where the current really goes

Q: Let me restate what I have accepted, so that I can attack the rest. The plug has resistance R_a, growing as t^ν, and length L; the film has width w and thickness d. The liner beside it has sheet resistance R_sh and constant resistance R_l = R_sh L/w. If the two share their end points, the local exponent d ln R/d ln t equals νf, with f = R_l/(R_l + R_a). In the example R_a = 50 Mohm at 1 s, R_l = 5 Mohm, ν = 0.06, f = 0.0909 and νf = 0.00545. Crystalline leads add 15 kohm in series. My objection is that the two layers touch along their whole length. Current can cross from one to the other anywhere. Two separate resistors joined at their ends are a different object.

A: They are the same object if the plug and the liner are uniform and both end on flat, perfectly conducting contacts. Let x run along the line from 0 to L, with the contacts at potentials V and 0. Try the potential

φ = V(1 − x/L)

in both layers. It obeys Laplace's equation in each layer, and it matches both contacts. It has no component of field across the layers, so no current leaves through the top or bottom surface, and none crosses the interface. The potentials on the two sides of the interface are equal at every x, which is what zero crossing current requires, with or without an interface resistance. All conditions are met, and the solution of such a conduction problem is unique. So the layers touch but exchange no current, and they act as two resistors in parallel.

The resistivities do not appear in φ. The plug may drift and the field stays as it is, so the circuit remains valid at all times.

This was tested by solving numerically for the current in the plane of length and thickness, for the plug and liner of the example with ideal end contacts and an interface resistance of 10⁻⁶ ohm cm². The slope of ln R against ln t, taken from solutions at neighbouring times, agreed with νf to within one part in 10⁴, both at 1 s and at 10⁷ s.

Q: Real plugs do not end on perfect contacts that also clamp the liner. They end on crystalline material, and the current has to find its way down into the liner. What replaces f when the geometry is not so kind?

A: A fraction of power. Divide the cell into many small resistors r_k, some amorphous and some not. Send a unit current in at one terminal and out at the other, and let i_k be the current in element k. The element joins two nodes whose potentials differ by r_k i_k. I need one identity. Let j_k be any set of currents in the same elements. Then

Σ (r_k i_k) j_k = Σ_n v_n J_n.

On the left, r_k i_k is the potential at the start of element k minus that at its end. On the right the terms have been regrouped by node: v_n is the potential of node n, and J_n is the net current j flowing out of that node into the elements.

First choose j_k = i_k. The net outflow is +1 at the input terminal, −1 at the output and zero elsewhere, so the right side is the terminal voltage. For unit current that is the resistance:

R = Σ r_k i_k².

Now let the resistors change by small amounts δr_k, with the injected current kept at one. To first order

δR = Σ i_k² δr_k + 2 Σ r_k i_k δi_k.

Use the identity again with j_k = δi_k. The total current is fixed, so the changes δi_k have no net outflow at any node, the terminals included. The second sum vanishes, leaving

δR = Σ i_k² δr_k.

The current does rearrange itself, but the rearrangement has no first-order effect on R.

Q: And drift enters through δr_k.

A: Yes. In amorphous elements dr_k/d ln t = ν r_k; in the others it is zero. So

dR/d ln t = ν Σ_(amorphous) r_k i_k².

Dividing by R = Σ r_k i_k² gives

ν_cell = ν P_a/P,

where P_a is the Joule power dissipated in amorphous material and P is the total. This holds for any ohmic cell in which all amorphous material drifts with the same exponent and nothing else drifts. For two branches at a common voltage V, P_a/P = V²G_a/(V²G) = f, so the conductance fraction is the parallel case of the power fraction. In the cell with leads, the parallel pair takes the share R_p/(R_p + R_s) of the power and the plug takes the share f of that, which reproduces the series formula.

Q: Then what is the power fraction for the complete line, with crystalline ends and a real interface?

A: Take the 200 nm line with the plug in its middle and an interface resistance ρ_i = 10⁻⁶ ohm cm². That is an assumed value, and it matters. The numerical solution gives a power fraction of 0.114, so

ν_cell = 0.06 × 0.1137 = 0.0068.

The slope of ln R taken from neighbouring times agreed with this separately summed power fraction to one part in 10⁴. The power fraction changed from 0.1137 to 0.1138 when the grid spacing was halved from 1 nm to 0.5 nm. The exponent is 25 percent larger than the ideal 0.00545, and the cell resistance is about 5.35 Mohm instead of 4.56 Mohm (the 1 nm grid gives 5.37 Mohm, and refining the grid at the plug corners lowers this by about 0.02 Mohm).

Q: So an extra resistance has made the drift worse. Earlier you told me that a constant series resistance makes it better.

A: The difference is where the resistance sits. The leads are in series with the whole pair and dilute the drift of both branches together. The interface resistance is mainly in series with the liner branch. It makes the drift-free path poorer and pushes a larger share of the current into the plug. A smaller part of the increase would remain even with a perfect interface, because the current must still turn from the film into the liner around the plug edges.

The effect of the interface resistance can be estimated. Consider the crystalline film just outside the plug. Its sheet resistance is 0.01 ohm cm/(20 nm) = 5 kohm per square, a thousand times below that of the liner, so treat it as an equipotential. Let s be the distance from the plug edge into the crystalline side, u(s) the potential of the crystal minus that of the liner, and I(s) the liner current towards the plug. Current enters the liner through the interface at the rate w u/ρ_i per unit length. It adds to I as we approach the plug, in the direction of decreasing s, so

dI/ds = −w u/ρ_i.

The liner potential drops in the direction of the current, towards the plug. Hence u grows towards the plug, and Ohm's law reads

du/ds = −(R_sh/w) I.

Differentiate the second equation and insert the first:

d²u/ds² = (R_sh/ρ_i) u.

The solution that dies out far from the plug is

u = u₀ exp(−s/L_T), L_T = √(ρ_i/R_sh).

L_T is called the transfer length. At the plug edge du/ds = −u₀/L_T, so I(0) = w u₀/(R_sh L_T), and the access resistance at each end is

R_acc = u₀/I(0) = R_sh L_T/w.

Q: Put the numbers in.

A: L_T = √(10⁻⁶ ohm cm²/5×10⁶ ohm) = 4.5×10⁻⁷ cm = 4.5 nm. Then R_acc = 5 Mohm × 4.47/50 = 0.447 Mohm. With one at each end, the liner path rises from 5 to 5.89 Mohm, and the amorphous fraction becomes

5.89/(5.89 + 50) = 0.105.

This accounts for a good part of the increase from 0.091 to 0.114, but not all of it.

Q: What is missing?

A: Two things. The estimate joins the plug and the liner only at the plug edges. In the real cell they touch along their whole length, and near the plug ends their potentials no longer match. Some current therefore passes through the ends of the plug into the liner and dissipates power in amorphous material on the way. The derivation also treats the liner as thin compared with L_T, and here it is 5 nm thick with L_T = 4.5 nm. Where both effects are small for the total current, the formula for the resistance of the liner path holds. With an interface resistance of 2.5×10⁻⁵ ohm cm², for which L_T is 22 nm, and with a nearly insulating plug of 10⁶ ohm cm, the numerical cell resistance agreed with R_l + 2R_acc to within 2 percent. That agreement covers the resistance only, not the amorphous fraction. In the same case the power fraction is roughly twice the estimate built from R_l + 2R_acc, and it depends on how finely the plug corners are resolved, because the potential step between crystal and liner dissipates extra power in the amorphous corners. The example itself lies outside that range, so there the formula gives only the size of the effect, and the numerical solution gives the value.

The estimate also shows that the exponent now depends on the stored level. The liner path is R_sh(L + 2L_T)/w while the plug is still proportional to L, so short plugs suffer more. With the line length held at 200 nm, the numerical power fraction is 0.126 for a 30 nm plug, 0.114 for 50 nm and 0.103 for 100 nm. The claim that every level drifts alike belongs to the ideal contacts.

Q: All of this is ohmic. Amorphous chalcogenides are not.

A: At the read voltage they are nearly so in this example. A simple model has carriers hopping over barriers between traps a distance a apart. A field F lowers the barrier by eFa/2 for hops one way and raises it by as much for hops the other way, so the net current varies as sinh(eFa/2kT). With F = V/L,

I_a = G_a V_s sinh(V/V_s), V_s = (2kT/e)(L/a).

The prefactor is chosen so that I_a = G_a V at low voltage. For a = 5 nm, an assumed spacing, and T = 300 K, V_s = 0.0517 V × 10 = 0.517 V. Assume that drift changes G_a and leaves V_s alone. Then ∂I_a/∂ln t = −νI_a at fixed voltage, and with total current I = I_a + G_l V the exponent of V/I is

fixed voltage: ν_eff = ν I_a/I.

The conductance fraction has become a current fraction. If instead the current is held fixed, the voltage must rise to compensate:

0 = (dI/dV)(dV/d ln t) − νI_a,

so that

fixed current: d ln V/d ln t = ν I_a/(V dI/dV), dI/dV = G_a cosh(V/V_s) + G_l.

The two agree at low voltage, where V dI/dV = I. Above that the fixed-current exponent is the smaller one, because cosh y exceeds (sinh y)/y. At a read voltage of 0.2 V they are 0.00558 and 0.00555, about 2 percent above the ohmic 0.00545.

Q: Is 0.2 V safe in other respects?

A: With ideal contacts the field in the plug is 0.2 V/50 nm = 0.04 MV/cm, against a rough threshold-switching field of 0.5 MV/cm. With crystalline ends this is only a typical value, because the field is higher in small regions where the current crowds at the plug edges. Read heating is the power times the thermal resistance. With an assumed 5×10⁶ K/W,

(0.2 V)²/4.5455 Mohm × 5×10⁶ K/W = 0.044 K.

Direct tunnelling through a 0.3 eV barrier as long as the plug carries a factor exp(−281) with the free-electron mass, and still exp(−154) with an effective mass of 0.3, so it plays no part.

Q: You have kept the cell at 300 K. Chips run hot.

A: That is the largest correction here. Conduction in the amorphous phase is thermally activated. With a rough activation energy of 0.3 eV, going from 300 K to 358.15 K (85 °C) multiplies the plug conductance by

exp[(0.3 eV/k)(1/300 K − 1/358.15 K)] = 6.58.

The plug resistance falls to 50/6.58 = 7.6 Mohm. If the liner resistance and ν are held at their 300 K values, which is a simplification,

f = 5/(5 + 7.6) = 0.397, ν_eff = 0.06 × 0.397 = 0.024.

The exponent is more than four times its value at 300 K: the liner now divides the plug's exponent by 2.5 instead of 11. The liner is unchanged; the plug has become a serious competitor for the current. If the cell must hold its level when hot, the ratio R_a/R_l has to be large at the highest temperature of use. For a given plug that calls for a more conducting liner, and the resistance window at room temperature pays for it.

Q: How close is your example to a real device?

A: The dimensions and ν = 0.06 are of the right general size for a Ge-Sb-Te line cell. The amorphous resistivity is a rough figure that depends strongly on composition and on how the plug was quenched. The liner deserves a flag: 5 Mohm per square at 5 nm thickness means 2.5 ohm cm, far above the resistivity of a well-conducting metal nitride, so a deliberately resistive film is needed. Cells with a dome-shaped amorphous region above a small heater do not have the uniform field assumed for f, and for them the power fraction is the quantity to compute. Among the assumptions tried here, ideal contacts cost 25 percent in the exponent for the assumed interface, and constant room temperature costs a factor of about four at 85 °C if the liner resistance does not change. A film this resistive may itself conduct better when hot, which would make the factor smaller. Crystallization, read noise and structural relaxation under changing temperature are outside the model. Crystal growth from the plug ends shortens the plug, and the cell resistance would fall with it. A small crystallite inside the plug would lower the resistance by less than its length suggests, because the current must leave the liner and return to it to make use of the crystallite. The numerical output gives the values behind these comparisons.

Table of computed values

```
INPUTS (rough typical values)
line length, width: 200, 50 nm
film, liner thickness: 20, 5 nm
plug length: 50 nm
amorphous resistivity at 1 s: 100 ohm cm
crystalline resistivity: 0.01 ohm cm
liner sheet resistance: 5.0 Mohm/square
liner resistivity: 2.50 ohm cm
plug drift exponent nu: 0.060
IDEAL PROJECTED PLUG
liner resistance: 5.000 Mohm
t=1e+00 s: R_a=50.00 Mohm, R=4.5455 Mohm
   f=0.09091, nu_eff=0.005455
t=1e+04 s: R_a=86.89 Mohm, R=4.7279 Mohm
   f=0.05441, nu_eff=0.003265
t=1e+07 s: R_a=131.51 Mohm, R=4.8169 Mohm
   f=0.03663, nu_eff=0.002198
suppression 1/f at 1 s: 11.00
d nu_eff/d ln t at 1 s: -2.975e-04
two-reading exponent, 1 s to 1e7 s: 0.003598
rise of R, projected: 5.97 %
rise of R, plug alone: 163.0 %
set resistance of line: 19.98 kohm
reset/set at 1 s, projected: 228
reset/set at 1 s, no liner: 2501
NEGLECTED EFFECTS AT 1 s
crystalline leads: 15.0 kohm, nu_cell=0.005437
liner drift 0.001: nu_eff=0.006364
interface resistance: 1.0e-06 ohm cm2
transfer length: 4.47 nm
access resistance per end: 0.447 Mohm
2D cell: R=5.370 Mohm, nu_cell=0.00682
2D power share, 1 nm grid: 0.1137
2D power share, 0.5 nm grid: 0.1138
2D power share, 30 nm plug: 0.1259
2D power share, 100 nm plug: 0.1032
read voltage: 0.20 V; trap spacing: 5 nm
voltage scale V_s at 300 K: 0.517 V
nonlinear, fixed voltage: nu_eff=0.005579
nonlinear, fixed current: nu_eff=0.005553
read field: 0.040 MV/cm
rough threshold field: 0.50 MV/cm
tunnelling exponent, 0.3 eV barrier: 281
thermal resistance: 5.0e+06 K/W; heating: 0.044 K
activation energy: 0.30 eV; hot use: 358.15 K
hot/300 K amorphous conductance: 6.58
hot: f=0.3969, nu_eff=0.02381
```
